# Why a bulk transistor snaps back: body-loop gain and sustaining voltage: a numerical check

```python
"""Snapback of a bulk n-channel MOSFET through its parasitic npn transistor.

Result under test: the body loop regenerates when
    T = (M-1) / (1/beta + phi/(R*Ic)) > 1,
the drain voltage peaks at T = 1, and beta*(M-1) -> 1 is the high-current
limit for constant gain.  M: drain multiplication, beta: bipolar gain,
Ic: bipolar electron current, R: body resistance, phi: kT/q,
v: internal body-source voltage.  Units: V, A, ohm, s, micrometre,
except where a name ends in _cm.  Device parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1, lambertw

TEMP = 300.0
PHI = const.k * TEMP / const.e
WIDTH, T_OX, X_J = 20.0, 0.020, 0.250
ELL = np.sqrt(11.7 / 3.9 * T_OX * X_J)
A_ION, B_ION = 200.0, 170.0            # 1/um and V/um, effective surface values
V_DSAT, V_GATE = 0.5, 1.3
I_CH, R_BODY, BETA = 2.0e-4, 5.0e3, 20.0
AREA_CM, BASE_CM, DOPING_CM, DIFF_CM, NI_CM = 2e-7, 0.8e-4, 1e17, 15.0, 1e10
I_SAT = const.e * AREA_CM * DIFF_CM * NI_CM**2 / (DOPING_CM * BASE_CM)
I_KNEE = const.e * AREA_CM * DIFF_CM * DOPING_CM / BASE_CM
C_JUNC = 1.0e-13
TAU = BASE_CM**2 / (2 * DIFF_CM)


def body_voltage(ic, knee=np.inf, phi=PHI, isat=I_SAT):
    return phi * np.log(ic * (1 + ic / knee) / isat)


def excess(ic, knee=np.inf, r=R_BODY, ich=I_CH, body=0.0, share=1.0,
           phi=PHI, isat=I_SAT):
    """M-1 demanded by the hole balance at bipolar current ic."""
    v = body_voltage(ic, knee, phi, isat)
    holes = ic / BETA * (1 + ic / knee) + v / r
    return holes / (ich * (1 + body * v) + share * ic)


def drain_voltage(m, k=0.0, length=ELL, b=B_ION):
    """Drain voltage giving M-1 = m; k is the hole/electron ionization ratio."""
    integral = -np.log((1 - k) / (1 + m) + k) / (1 - k)
    u = brentq(lambda z: exp1(z) - integral / (A_ION * length), 1e-8, 60)
    return V_DSAT + b * length / u


def peak(lo=1e-8, hi=3e-4, **opts):
    """Numerical search for the maximum of V_D along the static curve."""
    res = minimize_scalar(lambda s: -drain_voltage(excess(np.exp(s), **opts)),
                          bounds=(np.log(lo), np.log(hi)), method="bounded",
                          options={"xatol": 1e-9})
    ic = np.exp(res.x)
    return ic, excess(ic, **opts)


def peak_formula(r=R_BODY, ich=I_CH):
    v0 = PHI + r * ich / BETA
    w = lambertw(ich / I_SAT * np.exp(-v0 / PHI)).real
    return v0 + PHI * w, ich / w, 1 / BETA + PHI * w / (r * ich)


def loop_gain(ic, m):
    return m / (1 / BETA + PHI / (R_BODY * ic))


# Multiplication: integrate electron continuity through the drain field.
over = 7.0
sol = solve_ivp(lambda x, y: A_ION * np.exp(-B_ION * ELL / over
                * np.exp(-x / ELL)) * y, (-6 * ELL, 0), [1.0],
                rtol=1e-10, atol=1e-12)
m_direct = sol.y[0, -1] - 1
assert abs(drain_voltage(m_direct) - V_DSAT - over) < 1e-5

# Hole feedback: electron current must equal the total current at the drain.
K_HOLE = 0.2
m_test = 0.7
j_test = -np.log((1 - K_HOLE) / (1 + m_test) + K_HOLE) / (1 - K_HOLE)
sol = solve_ivp(lambda s, y: y + K_HOLE * (1 + m_test - y), (0, j_test),
                [1.0], rtol=1e-10, atol=1e-12)
assert abs(sol.y[0, -1] - 1 - m_test) < 1e-7

# Energy lag: the effective field relaxes over LAG, also inside the drain.
LAG = 0.065


def lag_rhs(x, y, field_peak):
    field = field_peak * np.exp(x / ELL)
    return [(field - y[0]) / LAG, A_ION * np.exp(-B_ION / max(y[0], 1e-3))]


start = over / ELL * np.exp(-8) * ELL / (ELL + LAG)
s1 = solve_ivp(lag_rhs, (-8 * ELL, 0), [start, 0], args=(over / ELL,),
               rtol=1e-9, atol=1e-12)
s2 = solve_ivp(lag_rhs, (0, 8 * LAG), s1.y[:, -1], args=(0.0,),
               rtol=1e-9, atol=1e-12)
m_lag = np.exp(s2.y[1, -1]) - 1
assert abs(drain_voltage(m_lag, length=ELL + LAG) - V_DSAT - over) < 1e-4

# Open body: follow successive rounds of holes and injected electrons.
def rounds(m, count):
    packet, total = I_CH, 0.0
    for _ in range(count):
        packet = BETA * (m * packet)
        total += packet
    return total, packet


m_open = 0.6 / BETA
balance_root = brentq(lambda i: i / BETA - m_open * (I_CH + i), 0, 1)
assert abs(rounds(m_open, 200)[0] / balance_root - 1) < 1e-9
assert rounds(1.02 / BETA, 400)[1] > 100 * I_CH
scan = np.geomspace(1e-8, 1e-1, 500)
assert np.all(np.diff(excess(scan, r=np.inf)) > 0)       # no fold, open body
assert np.all(np.diff(excess(scan, share=0.0)) > 0)      # no bipolar feedback

# Trigger formula against a search on the static curve, in three cases.
for r, ich in ((R_BODY, I_CH), (2e4, 5e-5), (5e4, 2e-4)):
    ic_num, m_num = peak(hi=1e-2, r=r, ich=ich)
    v_f, ic_f, m_f = peak_formula(r, ich)
    assert abs(ic_num / ic_f - 1) < 1e-3
    assert abs(m_num / m_f - 1) < 1e-7
    assert abs(body_voltage(ic_num) - v_f) < 1e-4
v_t, ic_t, m_t = peak_formula()
vd_t = drain_voltage(m_t)

# Slope of terminal voltage against terminal current, and loop gain.
m_scan = excess(scan)
vd_scan = np.array([drain_voltage(m) for m in m_scan])
id_scan = (1 + m_scan) * (I_CH + scan)
assert np.all(np.diff(id_scan) > 0)
slope = np.gradient(vd_scan, id_scan)
gain_scan = loop_gain(scan, m_scan)
clear = abs(np.log(scan / ic_t)) > 0.1
assert np.all((slope[clear] < 0) == (gain_scan[clear] > 1))
assert abs(BETA * excess(1e3) - 1) < 1e-4

# Body transient at fixed drain voltage.
def body_rhs(t, y, m):
    ic = I_SAT * np.exp(y[0] / PHI)
    cap = C_JUNC + TAU * ic / PHI
    return [(m * (I_CH + ic) - ic / BETA - y[0] / R_BODY) / cap]


def runaway(t, y, m):
    return y[0] - 0.85


runaway.terminal = True
low = solve_ivp(body_rhs, (0, 1e-6), [0.0], args=(0.99 * m_t,),
                method="Radau", events=runaway, rtol=1e-8, atol=1e-11)
high = solve_ivp(body_rhs, (0, 1e-6), [0.0], args=(1.01 * m_t,),
                 method="Radau", events=runaway, rtol=1e-8, atol=1e-11)
assert low.status == 0 and low.y[0, -1] < v_t
assert abs(body_rhs(0, low.y[:, -1], 0.99 * m_t)[0]) < 1e3   # V/s, settled
assert high.status == 1
t_switch = high.t_events[0][0]

ic_u = 5 * ic_t
m_u, v_u = excess(ic_u), body_voltage(ic_u)
T_u = loop_gain(ic_u, m_u)
growth = ((T_u - 1) * (1 / R_BODY + ic_u / (PHI * BETA))
          / (C_JUNC + TAU * ic_u / PHI))
delta = 1e-7
sol = solve_ivp(body_rhs, (0, 4 / growth), [v_u + delta], args=(m_u,),
                method="DOP853", rtol=1e-12, atol=1e-14)
measured = np.log((sol.y[0, -1] - v_u) / delta) / (4 / growth)
assert abs(measured / growth - 1) < 2e-3

# Holding point with high-injection fall of gain.
res = minimize_scalar(lambda s: excess(np.exp(s), knee=I_KNEE),
                      bounds=(np.log(2e-4), np.log(1e-1)), method="bounded",
                      options={"xatol": 1e-9})
ic_h = np.exp(res.x)
m_h = excess(ic_h, knee=I_KNEE)
m_h_formula = ((1 + 2 * ic_h / I_KNEE) / BETA
               + PHI / R_BODY * (1 / ic_h + 1 / (I_KNEE + ic_h)))
assert abs(m_h_formula / m_h - 1) < 1e-5
ic_tk, m_tk = peak(knee=I_KNEE)
assert 1 / BETA < m_h < m_tk
vd_tk, vd_h = drain_voltage(m_tk), drain_voltage(m_h)
ic_up = brentq(lambda i: excess(i, knee=I_KNEE) - m_tk, ic_h, 1.0)
id_tk = (1 + m_tk) * (I_CH + ic_tk)
id_h = (1 + m_h) * (I_CH + ic_h)
id_up = (1 + m_tk) * (I_CH + ic_up)

# Sizes of neglected effects.
vd_body = drain_voltage(peak(body=0.3)[1])
vd_hole = drain_voltage(m_t, k=K_HOLE)
vd_share = drain_voltage(2 / BETA)
vd_lag = drain_voltage(m_t, length=ELL + LAG)
HOT = 358.0
phi_hot = const.k * HOT / const.e
isat_hot = I_SAT * (HOT / TEMP)**3 * np.exp(1.12 / PHI - 1.12 / phi_hot)
m_hot = peak(phi=phi_hot, isat=isat_hot)[1]
vd_hot = drain_voltage(m_hot, b=B_ION * (1 + 7e-4 * (HOT - TEMP)))
E_SAT = 4.0
x_end = ELL * np.arcsinh((vd_t - V_DSAT) / (ELL * E_SAT))
xs = np.linspace(0, x_end, 20001)
alpha = A_ION * np.exp(-B_ION / (E_SAT * np.cosh(xs / ELL)))
j_cosh = np.sum((alpha[1:] + alpha[:-1]) / 2 * np.diff(xs))
m_cosh = np.exp(j_cosh) - 1
r_th = 1 / (2 * 150.0 * np.sqrt(WIDTH * 1.0) * 1e-6)

vd_lim = drain_voltage(1 / BETA)
print(f"width {WIDTH:.0f} um; oxide {T_OX*1e3:.0f} nm; junction {X_J*1e3:.0f} nm")
print(f"field length l = {ELL*1e3:.1f} nm")
print(f"ionization A = {A_ION/100:.1f} x 10^6 /cm, B = {B_ION/100:.2f} MV/cm")
print(f"Vdsat = {V_DSAT:.1f} V; gate voltage = {V_GATE:.1f} V")
print(f"Ich = {I_CH*1e3:.2f} mA; R = {R_BODY/1e3:.1f} kohm; beta = {BETA:.0f}")
print(f"base: area {AREA_CM*1e8:.0f} um2, length {BASE_CM*1e4:.1f} um")
print(f"base: doping {DOPING_CM:.1e} /cm3, diffusivity {DIFF_CM:.0f} cm2/s")
print(f"intrinsic density = {NI_CM:.1e} /cm3; phi = {PHI:.5f} V")
print(f"Is = {I_SAT*1e3:.3e} mA; knee current IK = {I_KNEE*1e3:.3f} mA")
print(f"Cj = {C_JUNC*1e12:.2f} pF; transit time = {TAU*1e9:.3f} ns")
print("CONSTANT GAIN")
print(f"trigger: v = {v_t:.4f} V, Ic = {ic_t*1e3:.5f} mA")
print(f"trigger: Lambert value w = Ich/Ic = {I_CH/ic_t:.3f}")
print(f"trigger: M-1 = {m_t:.4f}, beta(M-1) = {BETA*m_t:.2f}")
print(f"trigger: T = {loop_gain(ic_t, excess(ic_t)):.5f}, V_D = {vd_t:.3f} V")
print(f"trigger: I_D = {(1+m_t)*(I_CH+ic_t)*1e3:.4f} mA")
print(f"sustaining limit: M-1 = {1/BETA:.4f}, V_D = {vd_lim:.3f} V")
print("Ic (mA) | I_D (mA) | V_D (V) | beta(M-1) | T")
for ic in (1e-6, ic_t, 5e-5, 2e-4, 1e-3, 1e-2):
    m = excess(ic)
    print(f"{ic*1e3:.5f} | {(1+m)*(I_CH+ic)*1e3:.4f} | {drain_voltage(m):.3f}"
          f" | {BETA*m:.3f} | {loop_gain(ic, m):.3f}")
print(f"M-1 1% below trigger: settles at v = {low.y[0,-1]:.4f} V")
print(f"M-1 1% above trigger: v passes 0.85 V after {t_switch*1e9:.2f} ns")
print(f"falling branch, Ic = {ic_u*1e3:.4f} mA: T = {T_u:.3f}")
print(f"growth rate: formula {growth*1e-9:.4f}, transient {measured*1e-9:.4f} /ns")
print("WITH HIGH-INJECTION FALL OF GAIN")
print(f"trigger: V_D = {vd_tk:.3f} V, I_D = {id_tk*1e3:.4f} mA")
print(f"holding: V_D = {vd_h:.3f} V, I_D = {id_h*1e3:.3f} mA")
print(f"holding: Ic = {ic_h*1e3:.3f} mA, M-1 = {m_h:.4f}")
print(f"holding: actual gain = {BETA/(1+ic_h/I_KNEE):.2f}")
print(f"upper state at trigger voltage: I_D = {id_up*1e3:.2f} mA")
print("NEGLECTED EFFECTS (shifts from the constant-gain model)")
print(f"body effect, Ich +30% per V: trigger {vd_body-vd_t:+.3f} V")
print(f"hole ionization ratio {K_HOLE:.1f}: trigger {vd_hole-vd_t:+.3f} V")
print(f"bipolar M-1 halved: sustaining limit {vd_share-vd_lim:+.3f} V")
print(f"energy lag {LAG*1e3:.0f} nm, same A and B: trigger {vd_lag-vd_t:+.3f} V")
print(f"saturation field {E_SAT/100:.2f} MV/cm: M-1 {100*(m_cosh/m_t-1):+.2f} %")
print(f"at {HOT:.0f} K, R and beta fixed: trigger {vd_hot-vd_t:+.3f} V")
print(f"peak silicon field at trigger = {(vd_t-V_DSAT)/ELL/100:.3f} MV/cm")
print(f"drain-side oxide field = {(vd_t-V_GATE)/T_OX/100:.2f} MV/cm")
print(f"steady heating at holding point = {r_th*id_h*vd_h:.1f} K")
print(f"steady heating in upper state = {r_th*id_up*vd_tk:.0f} K")
print("done: every assertion held")
```

Printed output:

```
width 20 um; oxide 20 nm; junction 250 nm
field length l = 122.5 nm
ionization A = 2.0 x 10^6 /cm, B = 1.70 MV/cm
Vdsat = 0.5 V; gate voltage = 1.3 V
Ich = 0.20 mA; R = 5.0 kohm; beta = 20
base: area 20 um2, length 0.8 um
base: doping 1.0e+17 /cm3, diffusivity 15 cm2/s
intrinsic density = 1.0e+10 /cm3; phi = 0.02585 V
Is = 6.008e-15 mA; knee current IK = 0.601 mA
Cj = 0.10 pF; transit time = 0.213 ns
CONSTANT GAIN
trigger: v = 0.7217 V, Ic = 0.00801 mA
trigger: Lambert value w = Ich/Ic = 24.984
trigger: M-1 = 0.6959, beta(M-1) = 13.92
trigger: T = 1.00000, V_D = 8.477 V
trigger: I_D = 0.3528 mA
sustaining limit: M-1 = 0.0500, V_D = 5.092 V
Ic (mA) | I_D (mA) | V_D (V) | beta(M-1) | T
0.00100 | 0.3346 | 8.395 | 13.298 | 0.127
0.00801 | 0.3528 | 8.477 | 13.918 | 1.000
0.05000 | 0.4063 | 8.285 | 12.506 | 4.076
0.20000 | 0.5710 | 7.641 | 8.549 | 5.636
1.00000 | 1.4193 | 6.425 | 3.655 | 3.313
10.00000 | 10.8812 | 5.344 | 1.336 | 1.322
M-1 1% below trigger: settles at v = 0.6999 V
M-1 1% above trigger: v passes 0.85 V after 8.53 ns
falling branch, Ic = 0.0400 mA: T = 3.596
growth rate: formula 1.6739, transient 1.6739 /ns
WITH HIGH-INJECTION FALL OF GAIN
trigger: V_D = 8.478 V, I_D = 0.3530 mA
holding: V_D = 6.861 V, I_D = 1.734 mA
holding: Ic = 1.183 mA, M-1 = 0.2541
holding: actual gain = 6.74
upper state at trigger voltage: I_D = 13.37 mA
NEGLECTED EFFECTS (shifts from the constant-gain model)
body effect, Ich +30% per V: trigger -0.336 V
hole ionization ratio 0.2: trigger -0.139 V
bipolar M-1 halved: sustaining limit +0.644 V
energy lag 65 nm, same A and B: trigger +2.864 V
saturation field 0.04 MV/cm: M-1 +1.27 %
at 358 K, R and beta fixed: trigger +0.071 V
peak silicon field at trigger = 0.651 MV/cm
drain-side oxide field = 3.59 MV/cm
steady heating at holding point = 8.9 K
steady heating in upper state = 84 K
done: every assertion held
```
